# Equal Nonionizing Dose Does Not Guarantee Equal Silicon Degradation

**The argument under review**

The manuscript concerns a 10 µm layer of n-type silicon whose loss of free electrons has been measured after irradiation with 1 MeV neutrons. The authors want the loss caused by 3 MeV protons. They argue as follows: "Displacement damage is caused by the energy that goes into atomic motion. The number of displaced atoms is proportional to that energy. If the proton fluence is chosen to give the same nonionizing energy per volume, the layer contains the same damage and loses the same number of electrons."

The second sentence is nearly right. The third does not follow from it, because electrons are removed by the defects that remain after vacancies have moved and reacted, and these reactions depend on how closely the vacancies were created. The question is what equal nonionizing energy does guarantee, and how large and of which sign the error can be.

**What the scaling requires**

Let a silicon atom recoil with energy $T$, and let $E_{\rm dam}(T)$ be the part of $T$ not spent on electrons. Let $g(T)$ be the mean number of free electrons finally lost per recoil. For recoil cross section $d\sigma/dT$ and atomic density $n_{\rm Si}$, define

$$D=\int E_{\rm dam}\frac{d\sigma}{dT}\,dT,\qquad K=n_{\rm Si}\int g\,\frac{d\sigma}{dT}\,dT .$$

A fluence $\Phi$ deposits the nonionizing energy $n_{\rm Si}D\Phi$ per volume and removes $K\Phi$ electrons per volume. This assumes damage so dilute that recoils do not interact and impurity densities stay fixed. With $r(T)=g/E_{\rm dam}$,

$$\frac{K}{D}=n_{\rm Si}\,\frac{\int r\,E_{\rm dam}\,d\sigma}{\int E_{\rm dam}\,d\sigma},$$

which is $n_{\rm Si}$ times a weighted average of $r$. If $r$ is constant, equal $D$ gives equal $K$ for all spectra. If instead $r(T_1)\neq r(T_2)$, take two spectra concentrated near $T_1$ and $T_2$, with strengths chosen to make $D$ equal. Their $K$ values differ. Constant $r$ is therefore necessary and sufficient for a guarantee covering every spectrum. Two particular particles may still agree by accident.

**The two recoil spectra differ strongly**

For a proton of mass $m$ and energy $E$ on a nucleus of mass $M$ and charge $Z$, let $\mu$ be the reduced mass, $v$ the speed, $b$ the impact parameter and $\theta$ the centre-of-mass deflection. I write $e^2$ for $e^2/4\pi\epsilon_0$. The momentum change has magnitude $2\mu v\sin(\theta/2)$ and lies along the symmetry axis of the orbit. With $\psi$ measured from that axis, angular momentum conservation gives $dt=r^2d\psi/(bv)$, so

$$2\mu v\sin\frac\theta2=\int\frac{Ze^2}{r^2}\cos\psi\,dt=\frac{Ze^2}{bv}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\psi\,d\psi=\frac{2Ze^2}{bv}\cos\frac\theta2 .$$

Hence $b=(Ze^2/\mu v^2)\cot(\theta/2)$. The nucleus, initially at rest, receives this momentum, so

$$T=\frac{(2\mu v)^2}{2M}\sin^2\frac\theta2=T_{\max}\sin^2\frac\theta2,\qquad T_{\max}=\frac{4mM}{(m+M)^2}E .$$

Recoils above $T$ come from impact parameters below $b(T)$. Since $\cot^2(\theta/2)=T_{\max}/T-1$,

$$\sigma(>T)=\pi b^2=\pi\left(\frac{Ze^2}{\mu v^2}\right)^2\left(\frac{T_{\max}}{T}-1\right).$$

Differentiating, and using $T_{\max}=2\mu^2v^2/M$ and $v^2=2E/m$,

$$\left|\frac{d\sigma}{dT}\right|=\frac{\pi Z^2e^4}{\mu^2v^4}\,\frac{2\mu^2v^2}{M\,T^2}=\frac{\pi Z^2e^4m}{M\,E\,T^2}.$$

For neutrons I take isotropic elastic scattering. Then $\cos\theta$ is uniformly distributed, and so is $T=T_{\max}(1-\cos\theta)/2$.

The nonionizing energy per logarithmic interval of $T$ is $T E_{\rm dam}\,d\sigma/dT$. For protons it varies as $E_{\rm dam}/T$, which falls slowly, so every decade of recoil energy matters. For neutrons it varies as $T E_{\rm dam}$, so the hardest recoils dominate. The maximum recoils are 401 keV for the proton and 134 keV for the neutron. The proton can produce the harder recoil, yet its typical damage is softer.

**Counting displacements does not expose the error**

For the damage energy I use the Lindhard partition in Robinson's form,

$$E_{\rm dam}=\frac{T}{1+k\,(3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon)},$$

with $\epsilon=T/(86.931\,Z^{7/3}\,\text{eV})$, $k=0.1337\,Z^{1/6}(Z/A)^{1/2}$ and $A=28.085$. The displacement count is of the Norgett–Robinson–Torrens type,

$$\nu_{\rm tot}=\max\left(1,\frac{0.4E_{\rm dam}}{E_d}\right),\qquad T\ge E_d=21\ \text{eV}.$$

Softer recoils are left out of all integrals. Both relations are inputs here. A fraction $q=0.1$ of the vacancies is assumed to survive prompt recombination, whatever the recoil energy.

With a rounded neutron cross section of 3 b, $D$ is 102.2 MeV mb for neutrons and 1047 MeV mb for protons. Electronic screening of the nucleus, left out here, lowers the proton value by about 2 MeV mb and moves the final ratios by at most 0.002. A neutron fluence of $10^{13}$ cm$^{-2}$ is thus matched by

$$\Phi_p=10^{13}\times\frac{102.2}{1047}=9.76\times10^{11}\ \text{cm}^{-2}.$$

If $\nu_{\rm tot}$ were $0.4E_{\rm dam}/E_d$ throughout, the surviving vacancies per path length would be $0.4\,q\,n_{\rm Si}D/E_d$. With $n_{\rm Si}=5\times10^{22}$ cm$^{-3}$ this is 9.73 cm$^{-1}$ for neutrons and 99.7 cm$^{-1}$ for protons. The full integrals give 9.74 and 110.1 cm$^{-1}$. The proton excess comes from recoils near threshold, which count as one displacement although $0.4E_{\rm dam}/E_d<1$. At equal dose the proton-to-neutron vacancy ratio is 1.10. The authors' count is off by 10%; a larger error can arise from what the vacancies do next.

**Close vacancies pair**

Let two vacancies, each with diffusivity $D_v$, form a divacancy on reaching separation $R$. Their chance $p(r)$ of ever meeting from separation $r$ satisfies $\nabla^2p=0$, with $p(R)=1$ and $p(\infty)=0$, so $p=R/r$.

Let the vacancies start in a Gaussian core with standard deviation $s$ along each axis. Their separation has standard deviation $\sigma_r=\sqrt2\,s$ along each axis, and

$$\left\langle\frac1r\right\rangle=\frac{4\pi}{(2\pi\sigma_r^2)^{3/2}}\int_0^\infty r\,e^{-r^2/2\sigma_r^2}dr=\frac{4\pi\sigma_r^2}{(2\pi\sigma_r^2)^{3/2}}=\sqrt{\frac2\pi}\,\frac1{\sigma_r}=\frac1{\sqrt\pi\,s}.$$

For $R\ll s$ the mean meeting probability is therefore $H=R/(\sqrt\pi s)$.

With many vacancies, pairing competes with the spreading of the cloud. In a mean-field description each vacancy meets others at the rate $4\pi(2D_v)R\,\rho$, where $\rho$ is the local vacancy density. Each meeting involves two vacancies and removes both, so the factors $1/2$ and 2 cancel and $\dot\rho=-8\pi D_vR\rho^2$ from reactions. Assume that the cloud stays Gaussian, with $w^2=s^2+2u$ and $u=D_vt$. Then $\int\rho^2d^3r=N^2/(8\pi^{3/2}w^3)$ and

$$\frac{dN}{du}=-\frac{R}{\sqrt\pi}\,\frac{N^2}{(s^2+2u)^{3/2}} .$$

Dividing by $-N^2$ and integrating, with $\int_0^\infty(s^2+2u)^{-3/2}du=1/s$, gives

$$\frac1{N_\infty}-\frac1{N_0}=\frac{R}{\sqrt\pi\,s}=H,\qquad 1-\frac{N_\infty}{N_0}=\frac{N_0H}{1+N_0H}.$$

In this result $N_0$ plays the part of the number of available partners. If a core has $\nu$ displacement sites, a surviving vacancy has on average $q(\nu-1)$ partners. I therefore use

$$\varphi=\frac{\beta}{1+\beta},\qquad \beta=\frac{q(\nu-1)R}{\sqrt\pi\,s}$$

for the paired fraction. For small $\beta$ it reduces to the pair result, and a lone vacancy cannot pair. Otherwise it is an approximation.

The core width is modelled as $s=s_1\nu^{1/3}$, which means constant site density. Above a damage energy of 10 keV a cascade is divided into cores of 10 keV each. I take $R=s_1=0.8$ nm. A full core then has $\nu=0.4\times10^4/21=190$, $s=4.6$ nm, $\beta=1.86$ and $\varphi=0.65$. A 1 keV recoil has $\varphi=0.24$, and a 100 eV recoil 0.03. Thus $\varphi$ rises with recoil energy and then saturates.

Random walks of individual vacancies, about 4000 for each core size, test the approximation. For $\nu=15$, 50 and 190 they give 0.25, 0.41 and 0.63, against 0.24, 0.43 and 0.65 from the formula; the statistical scatter of the walks is about 0.01.

Averaged over all surviving vacancies, $\bar\varphi$ is 0.287 for protons and 0.649 for neutrons. At equal dose the protons make only 0.49 times as many divacancies. A property controlled by divacancies alone would violate the scaling by this factor in the model.

**Impurities decide the sign**

Vacancies that escape pairing are captured by oxygen or phosphorus. An impurity of density $C_i$ and capture radius $R_i$ captures at the rate $4\pi D_vR_iC_i$, so the share going to phosphorus is

$$f=\frac{R_P[{\rm P}]}{R_P[{\rm P}]+R_O[{\rm O}]} .$$

Now count electrons in n-type silicon with $[{\rm P}]=10^{15}$ cm$^{-3}$ at 300 K. A divacancy, singly negative, holds one electron. A phosphorus–vacancy pair costs two: the donor no longer supplies its electron, and the new acceptor binds another. The oxygen–vacancy pair has a shallow acceptor level that is mostly empty, so I first assign it zero.

Each divacancy uses two vacancies. The electrons lost per surviving vacancy are therefore

$$\eta=\frac{\varphi}{2}+2f(1-\varphi)=2f+\varphi\left(\frac12-2f\right),$$

and $g=q\,\nu_{\rm tot}\,\eta$. For $f<1/4$, pairing increases the electron loss per vacancy; for $f>1/4$, it reduces it. At $f=1/4$, $\eta=1/2$ for every recoil, whatever its paired fraction. This exact cancellation requires that clustering stop at pairs and that the charges be exactly those assigned above; with the shallow levels used below it moves to $f$ between about 0.26 and 0.29.

Because $\eta$ is linear in $\varphi$, the proton-to-neutron ratio of electron loss at equal dose is

$$\mathcal R=1.104\;\frac{2f+0.287\,(1/2-2f)}{2f+0.649\,(1/2-2f)} .$$

**Three oxygen contents, one dose**

Hold the dose, the phosphorus density and all cascade parameters fixed, take $R_P=R_O=0.5$ nm, and change only the oxygen. The divacancy densities remain $1.55\times10^{13}$ cm$^{-3}$ for protons and $3.16\times10^{13}$ cm$^{-3}$ for neutrons.

*Lean,* $[{\rm O}]=10^{15}$ cm$^{-3}$, $f=0.5$. Phosphorus–vacancy pairs number $3.83\times10^{13}$ cm$^{-3}$ for protons and $1.71\times10^{13}$ cm$^{-3}$ for neutrons. The electron losses are

$$p:\ (1.55+2\times3.83)\times10^{13}=9.2\times10^{13},\qquad n:\ (3.16+2\times1.71)\times10^{13}=6.6\times10^{13}\ \text{cm}^{-3},$$

so $\mathcal R=1.40$. The protons do more harm.

*Rich,* $[{\rm O}]=10^{17}$ cm$^{-3}$, $f=0.0099$. Few vacancies reach phosphorus. The losses are $1.7\times10^{13}$ cm$^{-3}$ for protons and $3.2\times10^{13}$ cm$^{-3}$ for neutrons, so $\mathcal R=0.53$. The neutrons do more harm at the same nonionizing dose.

*Crossover,* $[{\rm O}]=3\times10^{15}$ cm$^{-3}$, $f=0.25$. The losses are $5.4\times10^{13}$ and $4.9\times10^{13}$ cm$^{-3}$, and $\mathcal R=1.10$ is just the vacancy ratio. An experimenter would see the scaling hold to about 10%, although the divacancy densities differ by a factor of two. Agreement in one electrical quantity therefore does not show that the defects are the same.

The limits bracket these cases. For $f\to0$, $\mathcal R$ tends to the divacancy ratio, 0.49. For $f\to1$, with phosphorus the only sink, it tends to $1.104\,(2-1.5\times0.287)/(2-1.5\times0.649)=1.69$.

**How firm the numbers are**

Replacing the formula for $\varphi$ by the random-walk values, with early capture by impurities included in the rich case, gives 1.38 (lean) and 0.55 (rich). Early capture lowers $\varphi$ in a full core from 0.63 to 0.57.

Shallow levels matter somewhat. With rough depths of 0.17 eV for the oxygen–vacancy pair and 0.23 eV for the second electron on the divacancy, charge neutrality at 300 K gives 1.33, 1.05 and 0.56 for the lean, crossover and rich cases. Degeneracy factors of the levels are left out; spin degeneracy would raise these ratios to about 1.36, 1.09 and 0.60.

Changing $q$ to 0.05 or 0.2 for both particles moves the lean ratio between 1.31 and 1.47 and the rich ratio between 0.51 and 0.57. Core limits of 5 and 20 keV give 1.32 and 1.49 (lean), and 0.57 and 0.49 (rich). Weighting neutron scattering by $1+0.5\cos\theta$ changes either ratio by about 0.001, since $\varphi$ is already saturated for most of the neutron damage.

The protons lose about 0.2 MeV in the layer, which makes their $D$ (the nonionizing energy loss, or NIEL) 7% higher at the exit than at the entrance. Scattering beyond 90°, where nuclear forces may alter the Coulomb law, supplies 3.4% of the proton NIEL. In the lean proton case 3.8% of the oxygen is consumed, so the linear treatment is reasonable at this dose.

**Relation to real silicon**

The phosphorus density is that of silicon of a few Ω cm. The lean oxygen content is low even for float-zone material, and $10^{17}$ cm$^{-3}$ represents oxygen-enriched material; these are rough placements. High-resistivity detectors, with phosphorus near $10^{12}$ cm$^{-3}$, lie outside the example: with equal capture radii $f$ is then about 0.001 even in the lean case, and in a depleted layer the defect charges are different.

The survival fraction need not be independent of recoil energy; dense cores may recombine more. As a crude first case, suppose $q$ were 0.05 for neutrons and still 0.1 for protons. The neutron $\beta$ would halve to 0.93, giving $\varphi=0.48$, and the neutron vacancy count would halve as well. The lean ratio would rise to about 2.5 and the rich ratio to about 1.4. This overstates the effect, because survival depends on the recoil and not on the particle, and recoils above 10 keV make 57% of the proton divacancies. With $q=0.05$ above a recoil energy of 1, 3, 10 or 30 keV and 0.1 below it, for both particles, the rich ratio is 0.65, 0.76, 0.92 or 1.00 and the lean ratio lies between 2.0 and 2.3. With the step at 10 keV, the rich case changes sign only if $q$ in the hard recoils falls below about 0.046. The model also stops clustering at pairs, although a full core holds about 19 surviving vacancies and a divacancy there can capture more. If a larger cluster still binds only one electron, the extra vacancies are lost to phosphorus without adding to the electron loss. This lowers the neutron loss more than the proton loss and moves the crossover below $f=1/4$. Negative defects close together also repel each other's electrons, so some divacancies in dense damage may stay neutral. Capture radii depend on charge as well: ionized phosphorus attracts negative vacancies, so $R_P$ can exceed $R_O$. The crossover of the pair model, at $[{\rm O}]=3(R_P/R_O)[{\rm P}]$, then needs more oxygen than in the example. Late-arriving interstitials and elongated cascades are missing too. Apart from the change in survival, none of these effects is sized here. The failure of the guarantee needs only a varying $r(T)$; the direction in a given wafer needs measurement.

**Changes requested**

The authors should present the NIEL-matched proton fluence as a first estimate, not as an equivalence. To claim equivalence for this layer they need proton and neutron data on the same wafer material, taken at the same temperature and after the same annealing. Defect densities should be reported along with carrier loss, because near the crossover carrier loss alone cannot reveal the difference. A conversion factor found in one material should not be carried to another oxygen or phosphorus content without a new measurement. The numerical output below lists the values for each case.

## Computed values

```
Inputs: Ed 21 eV, q 0.1, core limit 10 keV, Si 5.0e+22 cm^-3
Inputs: R(V-V) 0.8 nm, s1 0.8 nm, R(impurity) 0.5 nm, P 1.0e+15 cm^-3
Inputs: proton 3 MeV, neutron 1 MeV, neutron cross section 3 b
Maximum recoil: proton 401.1, neutron 133.9 keV
Recoil 0.1 keV: damage energy 0.08447 keV, surviving V 0.161, phi 0.028
Recoil 1 keV: damage energy 0.784 keV, surviving V 1.49, phi 0.242
Recoil 10 keV: damage energy 6.897 keV, surviving V 13.1, phi 0.591
Recoil 100 keV: damage energy 48.78 keV, surviving V 92.9, phi 0.650
Proton: NIEL 1047.1 MeV mb, surviving V 110.13 /cm, mean phi 0.287
Neutron: NIEL 102.2 MeV mb, surviving V 9.74 /cm, mean phi 0.649
Equal-NIEL fluence: neutron 1.00e+13, proton 9.765e+11 cm^-2
Vacancies at equal NIEL, proton/neutron: 1.104
Divacancies at equal NIEL, proton/neutron: 0.489
lean: O 1.0e+15 cm^-3, f 0.5000, carrier-loss ratio p/n 1.400
  proton: V2 1.545e+13, VO 3.832e+13, VP 3.832e+13, electrons lost 9.209e+13 cm^-3
  neutron: V2 3.159e+13, VO 1.710e+13, VP 1.710e+13, electrons lost 6.579e+13 cm^-3
crossover: O 3.0e+15 cm^-3, f 0.2500, carrier-loss ratio p/n 1.104
  proton: V2 1.545e+13, VO 5.748e+13, VP 1.916e+13, electrons lost 5.377e+13 cm^-3
  neutron: V2 3.159e+13, VO 2.565e+13, VP 8.550e+12, electrons lost 4.869e+13 cm^-3
rich: O 1.0e+17 cm^-3, f 0.0099, carrier-loss ratio p/n 0.526
  proton: V2 1.545e+13, VO 7.588e+13, VP 7.588e+11, electrons lost 1.697e+13 cm^-3
  neutron: V2 3.159e+13, VO 3.386e+13, VP 3.386e+11, electrons lost 3.226e+13 cm^-3
Pair meeting, nu=190: direct 0.09789, formula 0.09814
phi at nu=2: formula 0.043, walk 0.042, walk with rich O 0.041
phi at nu=5: formula 0.117, walk 0.108, walk with rich O 0.126
phi at nu=15: formula 0.243, walk 0.248, walk with rich O 0.233
phi at nu=50: formula 0.429, walk 0.414, walk with rich O 0.399
phi at nu=190: formula 0.650, walk 0.625, walk with rich O 0.570
Ratio p/n from walks: lean 1.381, rich 0.547
Ratio p/n with shallow levels at 300 K, lean: 1.327
Ratio p/n with shallow levels at 300 K, crossover: 1.048
Ratio p/n with shallow levels at 300 K, rich: 0.557
Ratio p/n for q=0.05: lean 1.310, rich 0.505
Ratio p/n for q=0.2: lean 1.472, rich 0.565
Ratio p/n for core limit 5 keV: lean 1.315, rich 0.573
Ratio p/n for core limit 20 keV: lean 1.488, rich 0.489
Ratio p/n, neutron weight 1+0.5cos(theta): lean 1.399, rich 0.527
Proton energy loss in 10 um: 203 keV; NIEL change 6.9 %
Screening change of recoil at threshold: -0.39 %
Proton NIEL from scattering beyond 90 deg: 3.4 %
Oxygen consumed, lean proton case: 3.8 %
```
